# The Horizontal Recurrence for Contracted Gaussian Integrals

## Moving angular powers between centres

Consider carbon monoxide in the 6-31G basis, with oxygen displaced from carbon by $(0.7,1.4,1.4)$ bohr. One of its electron-repulsion integrals couples the product of the three-primitive valence $p_x$ functions on carbon and oxygen to the product of the three-primitive valence $p_z$ functions on the same atoms. Its value is $-0.004739$ hartree. The same value follows from four integrals in which the functions on oxygen carry no angular factor at all, combined with only two further numbers, $-0.7$ and $-1.4$. Yet each integral is a sum over 81 sets of primitive Gaussians with different exponents. Why do the exponents not enter the combination?

### Functions and integrals

Let $\mathbf a=(a_x,a_y,a_z)$ be a triple of non-negative integers. A contracted Cartesian Gaussian on centre $\mathbf A$ is

$$
\phi_{\mathbf a}(\mathbf r)=\Big[\prod_{i=x,y,z}(r_i-A_i)^{a_i}\Big]R_A(\mathbf r),\qquad
R_A(\mathbf r)=\sum_k c_k e^{-\alpha_k|\mathbf r-\mathbf A|^2}. \tag{1}
$$

Similarly, $\phi_{\mathbf b}$ has centre $\mathbf B$, exponents $\beta_l$, coefficients $c'_l$ and radial factor $R_B$. Normalization constants are contained in the coefficients. The functions are real, and atomic units are used.

The electron-repulsion integral is

$$
(\mathbf a\mathbf b|\mathbf c\mathbf d)=\iint
\phi_{\mathbf a}(\mathbf r_1)\phi_{\mathbf b}(\mathbf r_1)\frac{1}{r_{12}}
\phi_{\mathbf c}(\mathbf r_2)\phi_{\mathbf d}(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2. \tag{2}
$$

The pair before the bar is called the bra and the pair after it the ket. A comma inside a pair is used where it helps to separate the functions. Let $\mathbf 1_i$ be the triple with 1 in position $i$ and 0 elsewhere. Changing $\mathbf a$ to $\mathbf a+\mathbf 1_i$ multiplies the function by $r_i-A_i$ and leaves $R_A$ untouched. This convention is essential: coefficients are not renormalized when a power changes.

### The recurrence

For every point in space,

$$
r_i-B_i=(r_i-A_i)+(A_i-B_i). \tag{3}
$$

Multiply (3) by $\phi_{\mathbf a}\phi_{\mathbf b}$. On the left, the new factor raises the power on $\mathbf B$. In the first term on the right it raises the power on $\mathbf A$. The last term contains a constant:

$$
\phi_{\mathbf a}\phi_{\mathbf b+\mathbf 1_i}
=\phi_{\mathbf a+\mathbf 1_i}\phi_{\mathbf b}
+(A_i-B_i)\phi_{\mathbf a}\phi_{\mathbf b}. \tag{4}
$$

Now multiply by $\phi_{\mathbf c}(\mathbf r_2)\phi_{\mathbf d}(\mathbf r_2)/r_{12}$ and integrate. Each term converges absolutely, because the Gaussians decay faster than any polynomial grows and the singularity of $1/r_{12}$ at $r_{12}=0$ is integrable in three dimensions. The integral of the sum may therefore be split:

$$
(\mathbf a,\mathbf b+\mathbf 1_i|\mathbf c\mathbf d)
=(\mathbf a+\mathbf 1_i,\mathbf b|\mathbf c\mathbf d)
+(A_i-B_i)(\mathbf a\mathbf b|\mathbf c\mathbf d). \tag{5}
$$

This is the horizontal recurrence. In the shorthand $(a,b+1)=(a+1,b)+AB\,(a,b)$, the symbol $AB$ means the signed component $A_i-B_i$, not the distance between the centres.

The relation has a simple electrostatic meaning. The product $\phi_{\mathbf a}\phi_{\mathbf b}$ acts as a charge distribution. Weighting it by position relative to $\mathbf B$ is the same as weighting it by position relative to $\mathbf A$ and adding the displacement times the original distribution. If $A_i=B_i$, the last term vanishes and a power along $i$ can be moved without correction.

### Why contraction does not disturb it

The derivation used nothing about $R_A$ or $R_B$ beyond their decay, which any finite sum of Gaussians has, so (5) already holds for contracted functions. The same conclusion can be read from the primitive integrals. Let $[\mathbf a\mathbf b]_{kl}$ denote the integral with primitive $k$ on $\mathbf A$, primitive $l$ on $\mathbf B$ and a fixed ket. Equation (3) gives

$$
[\mathbf a,\mathbf b+\mathbf 1_i]_{kl}
=[\mathbf a+\mathbf 1_i,\mathbf b]_{kl}+(A_i-B_i)[\mathbf a\mathbf b]_{kl}.
$$

Multiply by $c_kc'_l$ and sum. Since $A_i-B_i$ does not depend on $k$ or $l$, it leaves the sum:

$$
\sum_{kl}c_kc'_l[\mathbf a,\mathbf b+\mathbf 1_i]_{kl}
=\sum_{kl}c_kc'_l[\mathbf a+\mathbf 1_i,\mathbf b]_{kl}
+(A_i-B_i)\sum_{kl}c_kc'_l[\mathbf a\mathbf b]_{kl}. \tag{6}
$$

The three sums are the contracted integrals in (5), provided that all three contain the same coefficients.

The Obara–Saika recurrence that builds up the total power, called the vertical recurrence, behaves differently. Its overlap form shows why. For one primitive pair with exponents $\alpha,\beta$, define

$$
p=\alpha+\beta,\qquad \mathbf P=\frac{\alpha\mathbf A+\beta\mathbf B}{p}.
$$

Completing the square gives

$$
\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+\frac{\alpha\beta}{p}|\mathbf A-\mathbf B|^2. \tag{7}
$$

Along one axis, let $f(x)=(x-A)^a(x-B)^b$. Because $(x-P)e^{-p(x-P)^2}$ is $-1/(2p)$ times the derivative of the Gaussian, integration by parts yields

$$
\int (x-P)f\,e^{-p(x-P)^2}dx=\frac1{2p}\int f'\,e^{-p(x-P)^2}dx.
$$

Write $x-A=(x-P)+(P-A)$ and differentiate $f$. With $S_{ab}$ for the primitive overlap along this axis,

$$
S_{a+1,b}=(P-A)S_{ab}+\frac{1}{2p}\left(aS_{a-1,b}+bS_{a,b-1}\right). \tag{8}
$$

Raising $b$ instead replaces $P-A$ by $P-B$ and leaves the bracket unchanged. Subtracting the two relations gives $S_{a,b+1}-S_{a+1,b}=(A-B)S_{ab}$: the horizontal recurrence is the difference of two vertical ones, in which everything that depends on the exponents cancels.

In (8) itself nothing cancels. The coefficient

$$
P_i-A_i=\frac{\alpha A_i+\beta B_i-(\alpha+\beta)A_i}{\alpha+\beta}
=\frac{\beta}{\alpha+\beta}(B_i-A_i) \tag{9}
$$

changes from pair to pair. For the nine primitive pairs of the CO example, $P_x-A_x$ runs from 0.080 to 0.676 bohr. It must stay inside the contraction sum, whereas $A_x-B_x=-0.7$ bohr for every pair.

### Removing all powers from the second centre

Repeated use of (5) removes $\mathbf b$ completely. The result also follows by applying the binomial theorem to (3) on each axis:

$$
(r_i-B_i)^{b_i}=\sum_{k_i=0}^{b_i}\binom{b_i}{k_i}
(A_i-B_i)^{b_i-k_i}(r_i-A_i)^{k_i}.
$$

Multiplication over the axes and integration give

$$
(\mathbf a\mathbf b|\mathbf c\mathbf d)=\sum_{\mathbf k\le\mathbf b}
\Big[\prod_i\binom{b_i}{k_i}(A_i-B_i)^{b_i-k_i}\Big]
(\mathbf a+\mathbf k,\mathbf 0|\mathbf c\mathbf d), \tag{10}
$$

where $\mathbf k\le\mathbf b$ holds component by component. The same argument for electron 2 moves powers from $\mathbf D$ to $\mathbf C$, with $C_i-D_i$ in place of $A_i-B_i$.

If $l_a$ and $l_b$ are the total powers of the two shells, (10) needs sources $(\mathbf e\mathbf 0|$ with total power from $l_a$ to $l_a+l_b$ when the centres differ; if $\mathbf A=\mathbf B$, only the power $l_a+l_b$ survives. The Head-Gordon–Pople scheme uses this fact in three stages:

1. Build the primitive integrals $(\mathbf e\mathbf 0|\mathbf f\mathbf 0)$, where exponents matter.
2. Contract them.
3. Transfer powers to $\mathbf B$ and $\mathbf D$ with the horizontal recurrence.

For a $(pp|pp)$ class, $\mathbf e$ covers three $p$ and six $d$ powers, and so does $\mathbf f$. There are $9\times9=81$ contracted sources. Transferring the ket gives nine $(pp)$ products for each of nine bra sources, or 81 steps. Transferring the bra gives nine products for each of nine finished ket products, another 81. Each of these 162 steps is one use of (5) or its ket counterpart.

With three primitives in every function, each contracted integral contains $3^4=81$ primitive quartets. Transfer before contraction would repeat the steps for each quartet, requiring $162\times81=13\,122$ of them. This ratio concerns the transfer stage alone; the cost of making and contracting the sources is additional. With one primitive per function the ratio is one, and the order brings no saving in transfer steps.

### Computing the source integrals

The example needs values of $(\mathbf e\mathbf 0|\mathbf f\mathbf 0)$. They can be found directly by quadrature. For the ket exponents $\gamma,\delta$, let $q=\gamma+\delta$, $\mathbf Q=(\gamma\mathbf C+\delta\mathbf D)/q$ and $\rho=pq/(p+q)$. Equation (7) produces the constant factor

$$
K=\exp\!\left[-\frac{\alpha\beta}{p}|\mathbf A-\mathbf B|^2
-\frac{\gamma\delta}{q}|\mathbf C-\mathbf D|^2\right].
$$

The Coulomb factor is written as

$$
\frac1{r_{12}}=\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2r_{12}^2}du, \tag{11}
$$

so that the three axes separate at fixed $u$. On one axis, with the index suppressed, the exponent is minus

$$
p(x_1-P)^2+q(x_2-Q)^2+u^2(x_1-x_2)^2. \tag{12}
$$

At its minimum $(m_1,m_2)$, let $s=m_1-m_2$. Setting both derivatives to zero gives $m_1=P-u^2s/p$ and $m_2=Q+u^2s/q$. Subtraction, with $1/p+1/q=1/\rho$, yields $s=\rho(P-Q)/(\rho+u^2)$.

Substitute $u^2=\rho t^2/(1-t^2)$, with $0<t<1$. Then $\rho+u^2=\rho/(1-t^2)$ and $u^2s=\rho t^2(P-Q)$. The minimum value of (12) is

$$
\frac{u^4s^2}{p}+\frac{u^4s^2}{q}+u^2s^2
=u^2s^2\,\frac{\rho+u^2}{\rho}=u^2s(P-Q)=\rho t^2(P-Q)^2.
$$

The matrix of the quadratic form has diagonal elements $p+u^2$, $q+u^2$ and off-diagonal element $-u^2$. Its determinant is

$$
\Delta=pq+u^2(p+q)=(p+q)(\rho+u^2)=\frac{pq}{1-t^2}.
$$

New variables $z_1,z_2$ turn the deviation from the minimum into $z_1^2+z_2^2$:

$$
x_1=m_1+\lambda z_1,\quad
x_2=m_2+\frac{u^2}{\Delta\lambda}z_1+\frac{z_2}{\sqrt{q+u^2}},\quad
\lambda=\sqrt{\frac{q+u^2}{\Delta}}. \tag{13}
$$

The Jacobian is $\lambda/\sqrt{q+u^2}=\Delta^{-1/2}$ per axis. Three axes give $(pq)^{-3/2}(1-t^2)^{3/2}$, while $du=\sqrt\rho\,(1-t^2)^{-3/2}dt$. The powers of $1-t^2$ cancel, and the primitive source is

$$
\begin{aligned}
[\mathbf e\mathbf 0|\mathbf f\mathbf 0]&=\frac{2K\sqrt\rho}{\sqrt\pi(pq)^{3/2}}
\int_0^1dt\prod_i e^{-\rho t^2(P_i-Q_i)^2}G_i(t),\\
G_i(t)&=\iint e^{-z_1^2-z_2^2}(x_{1i}-A_i)^{e_i}(x_{2i}-C_i)^{f_i}dz_1dz_2.
\end{aligned} \tag{14}
$$

For the numbers below, $G_i$ was evaluated with five Gauss–Hermite points per variable, which integrate these low-degree polynomials without quadrature error. The $t$ integral used 40 Gauss–Legendre points.

### The carbon monoxide integral

Carbon is at $\mathbf A=\mathbf C=\mathbf 0$ and oxygen at $\mathbf B=\mathbf D=(0.7,1.4,1.4)$ bohr. The distance of 2.1 bohr is a chosen value. The tilted axis makes every component of $\mathbf A-\mathbf B$ nonzero. The 6-31G basis gives each atom two valence $p$ shells, one with three primitives and one with a single primitive. The three-primitive shells used here have these exponents (bohr$^{-2}$) and coefficients (bohr$^{-5/2}$), normalized so that $\int x^2R^2d\mathbf r=1$ about each centre:

- Carbon: exponents 7.868272, 1.881288, 0.544249; coefficients 1.296083, 0.993754, 0.495953.
- Oxygen: exponents 15.539616, 3.599934, 1.013762; coefficients 3.116946, 2.401437, 1.054361.

Write $x$ for $\mathbf 1_x$, $xx$ for $2\,\mathbf 1_x$, and similarly for $z$. Summing (14) over the 81 quartets, with the basis data at full precision (the six-decimal values listed above raise each source by about $4$ to $5\times10^{-7}$ atomic units), gives

$$
\begin{aligned}
(xx,0|zz,0)&=0.13415972\ \text{hartree},\\
(xx,0|z,0)&=0.11022235\ \text{hartree/bohr},\\
(x,0|zz,0)&=0.14563513\ \text{hartree/bohr},\\
(x,0|z,0)&=0.11975247\ \text{hartree/bohr}^2.
\end{aligned}
$$

The units differ because the coefficients stay fixed while the number of length factors changes. Eight decimals are kept because the terms will nearly cancel.

The ket transfer uses $C_z-D_z=-1.4$ bohr:

$$
\begin{aligned}
(xx,0|z,z)&=0.13415972-1.4(0.11022235)=-0.02015157\ \text{hartree},\\
(x,0|z,z)&=0.14563513-1.4(0.11975247)=-0.02201833\ \text{hartree/bohr}.
\end{aligned}
$$

The bra transfer uses $A_x-B_x=-0.7$ bohr:

$$
(x,x|z,z)=-0.02015157-0.7(-0.02201833)
=-0.00473874\ \text{hartree}. \tag{15}
$$

Without intermediate rounding the last digit is 3. The result is $-0.00474$ hartree, or $-0.129$ eV. A negative value is allowed: the two charge distributions are different and each takes both signs, so (15) is not the self-repulsion of one distribution. It is a matrix element in this basis, not an energy of the molecule.

The cancellation also shows a numerical limit of the method. Expanded in the sources, (15) is $0.13416-0.15431-0.10194+0.11736$, whose largest term is about 33 times the magnitude of the result. If each source has an absolute error of at most $\varepsilon$ in atomic units, the error of the result is at most $(1+0.7)(1+1.4)\varepsilon=4.08\,\varepsilon$, apart from rounding in the transfer. For general $\mathbf b$, (10) gives the bra factor $\prod_i(1+|A_i-B_i|)^{b_i}$, which grows with $|A_i-B_i|$ on each axis where $b_i>0$, and with $b_i$ on each axis where the centres differ.

### Fixed coefficients

The symbol $0$ on oxygen in these sources denotes the radial factor of its $p$ shell without an angular factor. It is not the three-primitive valence $s$ function of the basis. That function has the same three exponents, but its normalized coefficients are $-0.617934$, $-0.275721$ and $0.814208$ bohr$^{-3/2}$. Using them for the bra oxygen function in all four sources changes the final number from $-0.00474$ to $-0.00330$, a change of 30 per cent relative to the correct magnitude. The dimension is wrong as well, since the coefficients carry a different power of length.

The reason is visible in (6): the left side contains the coefficients of the $p$ shell, and the right side must contain the same ones. Likewise, if the components of a $d$ shell are to be normalized separately, their individual factors are applied after the transfer.

### Which operators are allowed

The step from (4) to (5) carries over to an operator that commutes with multiplication by $r_i$. Every operator that multiplies by a function of position does so on all three axes; overlap, nuclear attraction and electron repulsion meet this condition. The kinetic-energy operator $T=-\tfrac12\nabla^2$ does not, because it also differentiates the factor $r_i-B_i$. The product rule gives

$$
T[(r_i-B_i)\phi_{\mathbf b}]=(r_i-B_i)T\phi_{\mathbf b}-\partial_i\phi_{\mathbf b}. \tag{16}
$$

The last term arises from $-\tfrac12\cdot2\,\partial_i(r_i-B_i)\,\partial_i\phi_{\mathbf b}$; the second derivative of $r_i-B_i$ is zero. Multiply (16) by $\phi_{\mathbf a}$, use (3) in the first term on the right, and integrate:

$$
(\mathbf a|T|\mathbf b+\mathbf 1_i)=(\mathbf a+\mathbf 1_i|T|\mathbf b)
+(A_i-B_i)(\mathbf a|T|\mathbf b)-(\mathbf a|\partial_i\mathbf b). \tag{17}
$$

Take $\mathbf a=\mathbf 1_x$ on carbon, $\mathbf b=\mathbf 0$ on oxygen and $i=x$. The integrals factor into one-dimensional ones, which were summed on a uniform grid of spacing 0.005 bohr. The first two terms of (17) give $-0.18925$ hartree, and the derivative term contributes $+0.19257$ hartree. Their sum, $0.00332$ hartree, is the kinetic integral between the two $p_x$ functions. Here, omitting the derivative term would change both the sign and the order of magnitude.
